# The transfer coefficient for Marcus parabolas of unequal force constants: a numerical check

```python
"""
Result under test: for U1 = k1*q^2/2 (reactant) and
U2 = k2*(q-d)^2/2 + D (product), the barrier slope dB/dD at D = 0
is sqrt(k1)/(sqrt(k1)+sqrt(k2)).
q: coordinate (nm); k1, k2: force constants (eV/nm^2); d: distance
between minima (nm); D: product minus reactant minimum (eV);
B: crossing energy above the reactant minimum (eV).
The program also sizes effects outside this two-parabola model.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def gap(q, k1, k2, d, D):
    return 0.5 * k2 * (q - d)**2 + D - 0.5 * k1 * q**2


def crossing(k1, k2, d, D):
    return brentq(gap, 0.0, d, args=(k1, k2, d, D),
                  xtol=1e-15, rtol=1e-14)


def barrier(k1, k2, d, D):
    return 0.5 * k1 * crossing(k1, k2, d, D)**2


def slope(function, x, h):
    return (function(x + h) - function(x - h)) / (2 * h)


def alpha_zero(k1, k2):
    return np.sqrt(k1) / (np.sqrt(k1) + np.sqrt(k2))


def alpha_general(k1, k2, d, D):
    s = np.sqrt(k1 * k2 * d**2 + 2 * (k1 - k2) * D)
    q = (s - k2 * d) / (k1 - k2)
    return k1 * q / s


# Barrier slopes from numerical crossings, for several shapes
for ka, kb, dist in [(9000, 6000, 0.014), (2000, 9000, 0.02),
                     (12000, 1500, 0.018), (5000, 5000, 0.015)]:
    numeric = slope(lambda D: barrier(ka, kb, dist, D), 0.0, 1e-4)
    assert abs(numeric - alpha_zero(ka, kb)) < 1e-6
    if ka != kb:
        for D in (-0.1, 0.08):
            numeric = slope(lambda y: barrier(ka, kb, dist, y), D, 1e-4)
            assert abs(numeric - alpha_general(ka, kb, dist, D)) < 1e-6

# Chosen model parameters
k1, k2, d = 9000.0, 6000.0, 0.014
temperature = 300.0
kT = const.k * temperature / const.e
alpha = alpha_zero(k1, k2)
q_cross = crossing(k1, k2, d, 0.0)
B0 = barrier(k1, k2, d, 0.0)
root_sum = np.sqrt(k1) + np.sqrt(k2)
assert abs(q_cross - d * np.sqrt(k2) / root_sum) < 1e-12
assert abs(B0 - k1 * k2 * d**2 / (2 * root_sum**2)) < 1e-10
all_crossings = np.roots([(k2 - k1) / 2, -k2 * d, k2 * d**2 / 2])
q_other = all_crossings[np.argmax(abs(all_crossings - q_cross))].real
B_other = 0.5 * k1 * q_other**2
root_difference = np.sqrt(k1) - np.sqrt(k2)
assert abs(B_other / (k1*k2*d**2 / (2*root_difference**2)) - 1) < 1e-9
assert B_other > B0 and not 0 < q_other < d
reverse = slope(lambda D: barrier(k2, k1, d, D), 0.0, 1e-4)
assert abs(reverse - (1 - alpha)) < 1e-6
alpha_change = (barrier(k1, k2, d, 1e-3) - 2 * B0
                + barrier(k1, k2, d, -1e-3)) / 1e-6
assert abs(alpha_change - 1 / (np.sqrt(k1 * k2) * d**2)) < 1e-5
tafel = np.log(10) * kT * 1000 / alpha
tafel_half = np.log(10) * kT * 1000 / 0.5

# Add a solvent coordinate x with equal curvature in both states
solvent_L = 1.0


def solvent_barrier(D):
    def energy(q):
        x = 0.5 * (1 + gap(q, k1, k2, d, D) / solvent_L)
        return 0.5 * k1 * q**2 + solvent_L * x**2
    return minimize_scalar(energy, bounds=(0, d), method="bounded",
                           options={"xatol": 1e-11}).fun


def multiplier_condition(m):
    q = m * k2 * d / ((1 - m) * k1 + m * k2)
    return gap(q, k1, k2, d, 0.0) + solvent_L * (1 - 2 * m)


alpha_solvent = brentq(multiplier_condition, 0.0, 1.0)
assert abs(slope(solvent_barrier, 0.0, 1e-3) - alpha_solvent) < 1e-5
assert 0.5 < alpha_solvent < alpha


# Thermal rates: electron energies follow the electrode Fermi function
def occupation(g, thermal, L, backward=False):
    sign = 1 if backward else -1
    if L == 0:
        return expit(sign * g / thermal)
    width = np.sqrt(2 * L * thermal)
    u = np.linspace(-10, 10, 2001)
    weight = np.exp(-u**2 / 2)
    weight /= weight.sum()
    center = -L if backward else L
    return expit(sign * (g[..., None] + center + width*u) / thermal) @ weight


def classical_rate(D, thermal, L=0.0, backward=False):
    q = np.linspace(-0.03, 0.045, 1201 if L else 30001)
    energy = 0.5*k2*(q - d)**2 if backward else 0.5*k1*q**2
    population = np.exp(-energy / thermal)
    population /= population.sum()
    return population @ occupation(gap(q, k1, k2, d, D), thermal, L, backward)


def classical_alpha(thermal, L=0.0):
    D_equal = 0.5 * thermal * np.log(k1 / k2)
    forward = classical_rate(D_equal, thermal, L)
    back = classical_rate(D_equal, thermal, L, True)
    assert abs(forward / back - 1) < 1e-5
    return -thermal * slope(
        lambda D: np.log(classical_rate(D, thermal, L)), D_equal, 1e-4)


alpha_thermal = classical_alpha(kT)
warm_temperature = 330.0
alpha_warm = classical_alpha(kT * warm_temperature / temperature)
assert abs(classical_alpha(kT / 20) - alpha) < 1e-3
alpha_classical_solvent = classical_alpha(kT, solvent_L)

# Quantized inner shell: explicit overlaps of unequal oscillators
mass_u = 108.0
hbar2_over_mass = const.hbar**2 / (mass_u * const.atomic_mass) / const.e * 1e18
quantum1 = np.sqrt(k1 * hbar2_over_mass)
quantum2 = np.sqrt(k2 * hbar2_over_mass)
size = 160
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
position = np.sqrt(hbar2_over_mass / (2 * quantum1)) * (ladder + ladder.T)
H1 = np.diag(quantum1 * (np.arange(size) + 0.5))
shifted = position - d * np.eye(size)
H2 = H1 - 0.5*k1*position @ position + 0.5*k2*shifted @ shifted
levels2, states2 = np.linalg.eigh(H2)
assert np.max(abs(levels2[:25] - quantum2*(np.arange(25) + 0.5))) < 1e-7
count1, count2 = 35, 90
levels1 = np.diag(H1)[:count1]
levels2 = levels2[:count2]
overlap2 = states2[:count1, :count2]**2
population1 = np.exp(-levels1 / kT)
population2 = np.exp(-levels2 / kT)
D_quantum = kT * np.log(np.sinh(quantum1/(2*kT)) / np.sinh(quantum2/(2*kT)))


def quantum_rate(D, backward=False):
    energy_gap = levels2[None, :] + D - levels1[:, None]
    chance = occupation(energy_gap, kT, solvent_L, backward)
    if backward:
        weights = population2[None, :] / population2.sum()
    else:
        weights = population1[:, None] / population1.sum()
    return np.sum(weights * overlap2 * chance)


assert abs(quantum_rate(D_quantum) / quantum_rate(D_quantum, True) - 1) < 1e-5
alpha_quantum = -kT * slope(
    lambda D: np.log(quantum_rate(D)), D_quantum, 1e-3)
rate_ratio = (quantum_rate(D_quantum) /
              classical_rate(0.5*kT*np.log(k1/k2), kT, solvent_L))


# Two-state lower surface with electronic coupling V
def coupled_barrier(D, V):
    def lower(q):
        u1 = 0.5 * k1 * q**2
        g = gap(q, k1, k2, d, D)
        return u1 + g / 2 - np.sqrt(g**2 / 4 + V**2)
    options = {"xatol": 1e-11}
    top = -minimize_scalar(lambda q: -lower(q), bounds=(0.2*d, 0.8*d),
                           method="bounded", options=options).fun
    bottom = minimize_scalar(lower, bounds=(-0.2*d, 0.25*d),
                             method="bounded", options=options).fun
    return top - bottom


coupling = 0.05
alpha_coupled = slope(lambda D: coupled_barrier(D, coupling), 0.0, 1e-3)
alpha_weak = slope(lambda D: coupled_barrier(D, 0.002), 0.0, 1e-4)
assert abs(alpha_weak - alpha) < 1e-3

# Double layer at zero charge, with a compact layer and a 1:1 electrolyte
charge, concentration = 3, 1.0
relative_permittivity, compact_uF_cm2 = 78.0, 20.0
number_density = concentration * 1000 * const.N_A
permittivity = relative_permittivity * const.epsilon_0
diffuse_F_m2 = np.sqrt(2*number_density*const.e*permittivity/kT)
compact_F_m2 = compact_uF_cm2 * 0.01
fraction = compact_F_m2 / (compact_F_m2 + diffuse_F_m2)
test_voltage = 0.001


def poisson_boltzmann(x, y):
    source = 2 * const.e * number_density / permittivity * 1e-18
    return np.vstack((y[1], source*np.sinh(test_voltage*y[0]/kT)/test_voltage))


def boundaries(left, right):
    field = compact_F_m2 / permittivity * 1e-9 * (1 - left[0])
    return np.array([left[1] + field, right[0]])


x_grid = np.linspace(0, 6, 301)
guess = np.vstack((0.1*np.exp(-3*x_grid), -0.3*np.exp(-3*x_grid)))
layer = solve_bvp(poisson_boltzmann, boundaries, x_grid, guess,
                  tol=1e-7, max_nodes=20000)
assert layer.success
fraction_numeric = layer.sol(0)[0]
assert abs(fraction_numeric - fraction) < 1e-5


def apparent_barrier(voltage):
    local = fraction_numeric * voltage
    return charge * local + barrier(k1, k2, d, voltage - local)


alpha_layer = alpha + (charge - alpha) * fraction
assert abs(slope(apparent_barrier, 0.0, 1e-4) - alpha_layer) < 5e-5

shifts = {
    "equal-curvature solvent": alpha_solvent - alpha,
    "thermal and Fermi averaging": alpha_thermal - alpha,
    "quantum inner shell": alpha_quantum - alpha_classical_solvent,
    "electronic coupling": alpha_coupled - alpha,
    "double layer": alpha_layer - alpha,
}
largest = max(shifts, key=lambda name: abs(shifts[name]))

print(f"Reactant force constant k1: {k1:.0f} eV/nm^2")
print(f"Product force constant k2: {k2:.0f} eV/nm^2")
print(f"Distance between minima d: {d:.3f} nm")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Crossing position: {q_cross:.6f} nm")
print(f"Distance from crossing to product minimum: {d-q_cross:.6f} nm")
print(f"Reactant slope at crossing: {k1*q_cross:.3f} eV/nm")
print(f"Product slope magnitude: {k2*(d-q_cross):.3f} eV/nm")
print(f"Barrier at D=0: {B0:.5f} eV")
print(f"Transfer coefficient at D=0: {alpha:.5f} (no unit)")
print(f"Reverse transfer coefficient: {reverse:.5f} (no unit)")
print(f"Other crossing position: {q_other:.4f} nm")
print(f"Other crossing energy: {B_other:.3f} eV")
print(f"Lower limit of D: {-0.5*k2*d**2:.4f} eV")
print(f"Upper limit of D: {0.5*k1*d**2:.4f} eV")
print(f"Change of coefficient with D at zero: {alpha_change:.5f} 1/eV")
for D in (-0.1, 0.1):
    print(f"Coefficient at D={D:+.1f} eV: "
          f"{alpha_general(k1, k2, d, D):.5f} (no unit)")
print(f"Ideal Tafel slope: {tafel:.2f} mV/decade")
print(f"Tafel slope for coefficient 1/2: {tafel_half:.2f} mV/decade")
print(f"Equal-population offset D: {500*kT*np.log(k1/k2):.3f} meV")
print(f"Solvent reorganization energy: {solvent_L:.2f} eV")
print(f"Coefficient with solvent: {alpha_solvent:.5f} (no unit)")
print(f"Barrier with solvent: {solvent_barrier(0.0):.5f} eV")
print(f"Thermal coefficient, no solvent: {alpha_thermal:.5f} (no unit)")
print(f"Warmer bath temperature: {warm_temperature:.0f} K")
print(f"Thermal coefficient in warmer bath: {alpha_warm:.5f} (no unit)")
print(f"Inner-shell mass: {mass_u:.0f} u")
print(f"Reactant vibrational quantum: {1000*quantum1:.2f} meV")
print(f"Product vibrational quantum: {1000*quantum2:.2f} meV")
print("Thermal coefficient, classical shell and solvent: "
      f"{alpha_classical_solvent:.5f} (no unit)")
print("Thermal coefficient, quantum shell and solvent: "
      f"{alpha_quantum:.5f} (no unit)")
print(f"Quantum/classical equilibrium rate: {rate_ratio:.3f} (no unit)")
print(f"Electronic coupling: {coupling:.3f} eV")
print(f"Coefficient with coupling: {alpha_coupled:.5f} (no unit)")
print(f"Reactant ion charge: {charge:d} e")
print(f"Electrolyte concentration: {concentration:.1f} mol/L")
print(f"Relative permittivity: {relative_permittivity:.0f} (no unit)")
print(f"Compact-layer capacitance: {compact_uF_cm2:.1f} uF/cm2")
print(f"Diffuse-layer capacitance: {100*diffuse_F_m2:.1f} uF/cm2")
print(f"Potential fraction at ion plane: {fraction:.5f} (no unit)")
print(f"Apparent coefficient, double layer: {alpha_layer:.5f} (no unit)")
for name, shift in shifts.items():
    print(f"Coefficient shift, {name}: {shift:+.5f} (no unit)")
print(f"Largest computed coefficient shift: {largest}")
print("checks complete")
```

Running it gives:

```
Reactant force constant k1: 9000 eV/nm^2
Product force constant k2: 6000 eV/nm^2
Distance between minima d: 0.014 nm
Temperature: 300 K; kT: 0.02585 eV
Crossing position: 0.006293 nm
Distance from crossing to product minimum: 0.007707 nm
Reactant slope at crossing: 56.636 eV/nm
Product slope magnitude: 46.243 eV/nm
Barrier at D=0: 0.17820 eV
Transfer coefficient at D=0: 0.55051 (no unit)
Reverse transfer coefficient: 0.44949 (no unit)
Other crossing position: -0.0623 nm
Other crossing energy: 17.462 eV
Lower limit of D: -0.5880 eV
Upper limit of D: 0.8820 eV
Change of coefficient with D at zero: 0.69430 1/eV
Coefficient at D=-0.1 eV: 0.47798 (no unit)
Coefficient at D=+0.1 eV: 0.61712 (no unit)
Ideal Tafel slope: 108.13 mV/decade
Tafel slope for coefficient 1/2: 119.05 mV/decade
Equal-population offset D: 5.241 meV
Solvent reorganization energy: 1.00 eV
Coefficient with solvent: 0.52093 (no unit)
Barrier with solvent: 0.42714 eV
Thermal coefficient, no solvent: 0.55193 (no unit)
Warmer bath temperature: 330 K
Thermal coefficient in warmer bath: 0.55203 (no unit)
Inner-shell mass: 108 u
Reactant vibrational quantum: 59.02 meV
Product vibrational quantum: 48.19 meV
Thermal coefficient, classical shell and solvent: 0.52120 (no unit)
Thermal coefficient, quantum shell and solvent: 0.51895 (no unit)
Quantum/classical equilibrium rate: 1.780 (no unit)
Electronic coupling: 0.050 eV
Coefficient with coupling: 0.55146 (no unit)
Reactant ion charge: 3 e
Electrolyte concentration: 1.0 mol/L
Relative permittivity: 78 (no unit)
Compact-layer capacitance: 20.0 uF/cm2
Diffuse-layer capacitance: 227.0 uF/cm2
Potential fraction at ion plane: 0.08096 (no unit)
Apparent coefficient, double layer: 0.74881 (no unit)
Coefficient shift, equal-curvature solvent: -0.02958 (no unit)
Coefficient shift, thermal and Fermi averaging: +0.00142 (no unit)
Coefficient shift, quantum inner shell: -0.00226 (no unit)
Coefficient shift, electronic coupling: +0.00095 (no unit)
Coefficient shift, double layer: +0.19830 (no unit)
Largest computed coefficient shift: double layer
checks complete
```
